Does a channel raise the forward intensity of an effusion cell?

**Q:** My effusion cell has a thin circular aperture. I want more atoms per second straight ahead, so I plan to put a cylindrical channel of the same radius on it. The channel gathers atoms that would have gone sideways and sends them forward. How much forward intensity should I gain?

**A:** Before answering, we must say what stays fixed. Let it be the vapour behind the opening: density n, temperature T, atomic mass m. I use atomic units, with T as an energy. The opening has radius a and area A = πa², and the channel has length L. Atoms do not collide with each other in the channel. Those that strike its wall all leave again, with the cosine law and no memory of their arrival. By intensity J(θ) I mean atoms per unit time and solid angle, far away, at angle θ from the axis.

Start with the aperture. If f(v) is the Maxwell density in velocity space, the rate through A into dΩ is n A cosθ dΩ ∫v³f dv: one factor v comes from the flux and v² from the velocity volume. The mean speed is v̄ = 4π∫v³f dv = √(8T/πm), so

J_ap(θ) = J₀ cosθ,  J₀ = n v̄ A/(4π).

Integrating over the forward hemisphere gives a total flow πJ₀ = n v̄ A/4.

**Q:** And with the channel, the wall adds its own atoms to J₀?

**A:** Trace an emerging line backwards. It comes either from the reservoir or from a point on the wall. Let the wall at depth z from the entrance receive w(z) n v̄/4 atoms per unit area and time. It emits the same number, and by the cosine law each direction carries w n v̄/(4π) per unit solid angle and unit area normal to the flight. That is w times what a line from the reservoir carries. So a line has strength 1 if it comes from the reservoir and w if it comes from the wall.

What arrives at a wall point is the cosine-weighted average of these strengths over all directions: 1 from the entrance, 0 from the vacuum beyond the exit, and w from the rest of the wall. Hence w(z) is the probability that a history followed backwards ends at the entrance. Every wall point inside the channel sees both openings, so 0 < w < 1. A wall line replaces a reservoir line by a weaker one; it is never added on top of it.

**Q:** Then which lines are replaced?

**A:** Take all lines leaving the exit at angle θ. At distance x behind the exit they have shifted sideways by s = x tanθ. Those still inside the channel fill the overlap of two circles of radius a whose centres are s apart:

O(s) = 2a² arccos(s/2a) − (s/2)√(4a² − s²).

A further shift ds removes a strip as wide as the common chord, so dO/ds = −√(4a² − s²). The exit area whose lines meet the wall between x and x+dx is therefore tanθ √(4a² − x²tan²θ) dx. Give these lines strength w(L−x) and the surviving area O(L tanθ) strength 1. Without the loss the sum would be A, so

J(θ)/(J₀ cosθ) = 1 − (tanθ/A) ∫₀^X [1 − w(L−x)] √(4a² − x²tan²θ) dx,

where X is the smaller of L and 2a/tanθ. The integrand is positive, so the channel gives less than the aperture at every angle between 0 and 90°. At θ = 0 the factor tanθ removes the loss, and J(0) = J₀. Your gain in forward intensity is zero.

**Q:** But an atom leaving the wall could travel almost parallel to the axis.

**A:** It could, but seen from straight ahead the wall has no projected area. Close to the axis we can count its contribution. A backward history ends at one opening or the other, and exchanging the two ends gives w(z) + w(L−z) = 1. Thus ∫₀^L(1−w)dz = L/2. For small θ the square root is 2a, and

J/J₀ ≈ 1 − θ · 2a · (L/2)/(πa²) = 1 − θL/(πa).

The direct atoms alone give O(Lθ)/A ≈ 1 − 2θL/(πa). The wall restores half of the loss, and its share vanishes with θ. The maximum is a cusp with the height of the aperture's maximum.

**Q:** How do you get w itself, and the total flow?

**A:** From three probabilities, with ξ = x/2a. First, let P(x) be the chance that an atom entering with the cosine law flies straight through a length x. With t = tanθ,

P = (2/A) ∫₀^∞ O(xt) t/(1+t²)² dt.

Integrate by parts, using −1/[2(1+t²)] as the integral of t/(1+t²)², and set s = xt:

P = 1 − (1/A) ∫₀^{2a} √(4a²−s²) x²/(x²+s²) ds.

With s = 2a sinφ this becomes

P = 1 − (4ξ²/π) ∫₀^{π/2} cos²φ/(ξ²+sin²φ) dφ.

Write cos²φ = (1+ξ²) − (ξ²+sin²φ). The substitution u = tanφ gives ∫₀^{π/2}dφ/(ξ²+sin²φ) = π/[2ξ√(1+ξ²)], so the integral above is (π/2)[√(1+ξ²)/ξ − 1] and

P = 1 + 2ξ² − 2ξ√(1+ξ²).

Second, let F(x) be the chance that an atom leaving the wall flies directly through an opening at axial distance x. A disk sends the fraction −P′(x)dx to a ring of width dx. Between cosine emitters of equal strength, each line carries the same rate both ways, so A(−P′)dx = 2πa dx F. Since dξ/dx = 1/2a,

F = −(a/2)P′ = −¼ dP/dξ = (2ξ²+1)/[2√(1+ξ²)] − ξ.

Third, an atom lands on the wall between x and x+dx if it passes the plane at x but not the one at x+dx. Its probability density is

K = −dF/dx = (1/2a){1 − ξ(2ξ²+3)/[2(1+ξ²)^{3/2}]}.

The wall balance, solved numerically, is

w(z) = F(z) + ∫₀^L K(|z−z′|) w(z′) dz′.

The transmitted fraction W of the aperture flow is the direct part plus the wall part. A ring emits 2πa dz · w n v̄/4, and division by A n v̄/4 gives

W = P(L) + (2/a) ∫₀^L w(z) F(L−z) dz.

For a very short channel P ≈ 1 − L/a, while w ≈ F ≈ 1/2 makes the wall part L/(2a). So W ≈ 1 − L/(2a): half of the atoms that strike the wall go back.

**Q:** Put numbers on it.

**A:** Take a model vapour with m = 50000 electron masses, T = 0.08 eV and n = 10⁻¹² Å⁻³, and a channel with a = 10⁷ Å and L = 10⁸ Å. The mean speed is 8.465×10¹² Å/s. Because A/(4π) = a²/4,

J₀ = 10⁻¹² × 8.465×10¹² × 10¹⁴/4 = 2.116×10¹⁴ atoms/(s sr)

for both openings. The wall balance gives W = 0.1909, so the total flow falls from 6.649×10¹⁴ to 0.1909 × 6.649×10¹⁴ = 1.27×10¹⁴ atoms/s. In units of J₀:

angle: aperture; channel = direct + wall
1°: 0.9998; 0.9443 = 0.8889 + 0.0555
5°: 0.9962; 0.7241 = 0.4596 + 0.2645
10°: 0.9848; 0.4796 = 0.0473 + 0.4323
20°: 0.9397; 0.2652 = 0 + 0.2652
60°: 0.5000; 0.0639 = 0 + 0.0639

(The parts are rounded separately.) Direct flight ends where tanθ = 2a/L = 0.2, near 11°. The half-intensity angle shrinks from 60° to 9.5°. Within 10° of the axis the share of the emitted atoms rises from 3.0% to 10.2%, which looks like gathering. Yet the number per second in that cone falls, from 2.00×10¹³ to 1.30×10¹³.

**Q:** Your forward value rests on an argument about lines. Has it been tested by following atoms?

**A:** Yes. In a simulation, 10⁶ atoms entered the channel and were followed from wall to wall, without using P, F, K or w. It gave W = 0.1904, which is 1.4 standard deviations of the sampling below 0.1909. The forward intensity was extrapolated to zero angle from the averages in cones of 0.05 and 0.10 rad. It came out as 0.96 J₀ here and 1.05 J₀ for L = a; the test required agreement with J₀ within 0.15 J₀. About 95% of the transmitted atoms last left the wall, but they are spread over the off-axis directions.

**Q:** Suppose I have measured a rise on the axis. Must the measurement be wrong?

**A:** No. Two effects can produce one. The first is a denser reservoir. If, for example, the escape rate is held fixed, as with a metered gas feed, the density grows by 1/W = 5.24, and J(0) grows with it, to 1.108×10¹⁵ atoms/(s sr). The channel has made better use of each escaping atom, but the brighter forward beam comes from a denser reservoir.

The second is distance. A small detector on the axis, facing an aperture at distance R, receives (n v̄/4)S(R) per unit area, with S = a²/(a²+R²). With the channel exit at distance D, it receives n v̄/4 times

S(D+L) + ∫₀^L w(L−x)[−S′(D+x)] dx.

For D much larger than L and a, the first term is (a²/D²)(1 − 2L/D). In the second, −S′ ≈ 2a²/D³ and ∫w dx = L/2, which gives (a²/D²)(L/D). The sum is (a²/D²)(1 − L/D), to first order the flux from an aperture at mid-channel. For D = 10⁹ Å the detector gets 0.910 times the flux of an aperture in the exit plane, but 1.101 times that of one in the entrance plane. If you build the channel outward from the old aperture and leave the detector in place, you see a 10% rise. It disappears as L/D goes to zero.

**Q:** Would polished walls, or walls that hold on to the atoms, do better?

**A:** Ideal mirror walls preserve the angle to the axis, and every line then traces back to the reservoir. All strengths are 1, and the cosine law returns with no collimation. Walls that capture every atom emit none, so lines from the wall have strength 0. J(0) is still J₀, but W falls to P(L) = 0.0098. In a channel of constant width, collimation needs walls that return some atoms to the reservoir or keep them: since no line is stronger than 1, the full flow would require strength 1 on every line, which is the cosine law again.

**Q:** How close is this to a real cell?

**A:** The nearest real case is a small opening or tube on a heated, nearly closed oven. A wide open crucible, with the melt in view, is a different geometry. The channel wall must be hot and clean enough to re-emit the atoms that strike it. If it keeps some of them, W and the off-axis intensities fall, while J(0) at given n stays the same. Two further assumptions need checking.

The first is fixed density. Let the melt have area S_m, capture every atom that strikes it, and evaporate as fast as its equilibrium vapour, of density n_eq, would condense on it, in a well-mixed isothermal cell. Then S_m n_eq = S_m n + W A n, so n = n_eq/(1 + WA/S_m). For A/S_m = 0.1, replacing the aperture (W = 1) by our channel raises n, and with it J(0), by 1.1/1.019, or 8%. This estimate applies when the forward lines carry the strength of n: either collisions mix the vapour in the cell, or the lines start on a re-emitting wall of the cell that receives the averaged flux. Without collisions in the cell, a forward line that starts on the melt carries the full strength of n_eq with either opening, and J(0) then does not change.

The second is collisionless flow. For a model hard-sphere cross-section of 50 Å² the mean free path is λ = 1/(√2 n × 50 Å²) = 1.41×10¹⁰ Å, or 141 L. By the end-to-end symmetry the mean density in the channel is n/2, so about L/(2λ) = 0.35% of the forward atoms collide in the channel, slightly fewer because the gas there drifts forward. At the fixed escape rate λ is 2.7×10⁹ Å and this share is about 2%. These shares scale with the cross-section. For metal atoms the long-range attraction can make the cross-section for deflections of order a/L two to three times larger than 50 Å². Collisions also turn some other atoms into the forward direction, so the net loss is smaller than the share that collides. Once λ is comparable with L, many of the forward atoms collide on their way through the channel, and the collisionless formulas are no longer justified. The remaining values are in the numerical output.

Computed values

```
atomic mass = 50000 electron masses
thermal energy T = 0.080 eV
vapour density n = 1.00e-12 angstrom^-3
radius a = 1.00e+07 angstrom
channel length L = 1.00e+08 angstrom
L/a = 10.0
collision cross-section = 50.0 angstrom^2
mean speed = 8.4653e+12 angstrom/s
mean speed, converted = 846.5 m/s
mean free path = 1.414e+10 angstrom
forward intensity, both = 2.1163e+14 atoms/(s sr)
aperture total flow = 6.6486e+14 atoms/s
channel total flow = 1.2695e+14 atoms/s
W from wall balance, L/a=10 = 0.19094
W from simulation, L/a=10 = 0.19038
W from wall balance, L/a=1 = 0.67198
W from simulation, L/a=1 = 0.67190
simulated forward ratio, L/a=10 = 0.960
simulated forward ratio, L/a=1 = 1.049
simulated mean wall hits, L/a=10 = 10.002
direct probability P(L) = 0.00980
wall share of transmitted = 0.9487
w at entrance edge = 0.9149
w at exit edge = 0.0851
initial fall of J/J0 = 3.1831 per rad
J/J0: angle(deg) aperture channel direct wall
   1 0.9998 0.9443 0.8889 0.0555
   2 0.9994 0.8886 0.7783 0.1103
   5 0.9962 0.7241 0.4596 0.2645
  10 0.9848 0.4796 0.0473 0.4323
  20 0.9397 0.2652 0.0000 0.2652
  40 0.7660 0.1322 0.0000 0.1322
  60 0.5000 0.0639 0.0000 0.0639
half-intensity angle, aperture = 60.00 deg
half-intensity angle, channel = 9.52 deg
flow within 10 deg, aperture = 2.0048e+13 /s
flow within 10 deg, channel = 1.2960e+13 /s
share within 10 deg, aperture = 0.0302
share within 10 deg, channel = 0.1021
detector distance from exit = 1.00e+09 angstrom
axis flux / aperture at exit plane = 0.9098
same ratio from simulation = 0.9105
axis flux / aperture at entrance plane = 1.1009
axis flux / aperture at midplane = 1.0031
fixed escape rate: density factor 1/W = 5.2372
fixed escape rate: density = 5.2372e-12 angstrom^-3
fixed escape rate: forward J = 1.1084e+15 atoms/(s sr)
fixed escape rate: free path = 2.700e+09 angstrom
```
